\section*{Diamagnetic shifts of alkali p levels and principal-series lines}

\section*{The question}

An alkali atom has one valence electron outside a closed core. It stands in a uniform static field $B$ along $z$. The core acts on the electron through a central potential $-1/r+U(r)$, where $U$ is negligible outside the core. Atomic units are used in the algebra, so the electron has charge $-1$ and mass $1$. A high $np$ level has field-free energy $E=-1/(2n^{*2})$, with $n^*=n-\delta$ and quantum defect $\delta$.

Take the nucleus as fixed and the atom as at rest. Assume that the core's own diamagnetic energy is the same for all valence levels, so that it drops out of line positions. Spin-orbit coupling is neglected until part (f), and $m$ denotes the orbital magnetic quantum number.

\section*{(a) The field terms}

\emph{Question.} Find the terms of the Hamiltonian that are linear and quadratic in $B$.

\emph{Answer.} A charge $-1$ has kinetic energy $(\mathbf p+\mathbf A)^2/2$. Choose $\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,x,0)$. Its divergence is zero, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ and
\begin{align}
\tfrac12(\mathbf p+\mathbf A)^2&=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2,\\
\mathbf A\cdot\mathbf p&=\tfrac B2(xp_y-yp_x)=\tfrac B2L_z,\\
\tfrac12A^2&=\tfrac{B^2}{8}(x^2+y^2)=\tfrac{B^2}{8}r^2\sin^2\theta .
\end{align}
The spin adds a further linear term, $BS_z$, taking the spin magnetic factor as 2. The quadratic term is positive: it raises the energy most for an electron that moves far from the field axis.

\section*{(b) Dependence on $m$}

\emph{Question.} Compare the first-order diamagnetic shifts of the $m=0$ and $m=\pm1$ states of one $np$ level.

\emph{Answer.} The quadratic term commutes with $L_z$ and with the spin, so it does not mix the different $m$ of the level. Each first-order shift is an expectation value,
\begin{equation}
D_m=\frac{B^2}{8}\,\langle\sin^2\theta\rangle_m\,\langle r^2\rangle .
\end{equation}
With $c=\cos\theta$, the densities are $|Y_{10}|^2=\frac{3}{4\pi}c^2$ and $|Y_{1,\pm1}|^2=\frac{3}{8\pi}(1-c^2)$. Integration over the azimuth gives a factor $2\pi$:
\begin{align}
\langle\sin^2\theta\rangle_0&=\tfrac32\int_{-1}^1c^2(1-c^2)\,dc=\tfrac32\left(\tfrac23-\tfrac25\right)=\tfrac25,\\
\langle\sin^2\theta\rangle_{\pm1}&=\tfrac34\int_{-1}^1(1-c^2)^2dc=\tfrac34\left(2-\tfrac43+\tfrac25\right)=\tfrac45 .
\end{align}
All three states share one radial function, so $\langle r^2\rangle$ cancels and $D_{\pm1}=2D_0$. The $m=0$ density lies along the field, where $\sin\theta$ is small; the $m=\pm1$ density lies around the equator.

\section*{(c) The size of the orbit}

\emph{Question.} Find $\langle r^2\rangle$ for a high $np$ level, and show how the core enters.

\emph{Answer.} For $l=1$ the radial function $u(r)$ obeys $u''=Qu$, with $Q=2(W-E)$ and $W=1/r^2-1/r+U$. Let $f$ be a power of $r$. Multiply the equation by $fu'$ and integrate both sides by parts:
\begin{equation}
-\tfrac12\int f'u'^2dr=-\tfrac12\int(fQ)'u^2dr .
\end{equation}
Next multiply it by $f'u$ and integrate the left side by parts twice:
\begin{equation}
-\int f'u'^2dr+\tfrac12\int f'''u^2dr=\int f'Qu^2dr .
\end{equation}
The boundary terms vanish for $f=r,r^2,r^3$, because $u\propto r^2$ at the origin and $u$ decays exponentially at large $r$. Eliminating $\int f'u'^2dr$ gives $2\langle f'Q\rangle+\langle fQ'\rangle=\tfrac12\langle f'''\rangle$. Inserting $Q=2(W-E)$ and dividing by 2,
\begin{equation}
2E\langle f'\rangle=2\langle f'W\rangle+\langle fW'\rangle-\tfrac14\langle f'''\rangle .
\end{equation}
Now use $W'=-2/r^3+1/r^2+U'$ and collect the core terms in $C_0=\langle2U+rU'\rangle$, $C_1=\langle4rU+r^2U'\rangle$ and $C_2=\langle6r^2U+r^3U'\rangle$. The choices $f=r,r^2,r^3$ give in turn
\begin{align}
2E&=-\langle1/r\rangle+C_0,\\
4E\langle r\rangle&=2\langle1/r\rangle-3+C_1,\\
6E\langle r^2\rangle&=\tfrac52-5\langle r\rangle+C_2 .
\end{align}
In the last line the constant is $6-2-\tfrac32=\tfrac52$. With $2E=-1/n^{*2}$ these become
\begin{align}
\langle1/r\rangle&=\frac1{n^{*2}}+C_0,\\
\langle r\rangle&=\frac{n^{*2}}2\left(3-2\langle1/r\rangle-C_1\right),\\
\langle r^2\rangle&=\frac{n^{*2}}3\left(5\langle r\rangle-\tfrac52-C_2\right).
\end{align}
Substituting upwards,
\begin{equation}
\langle r^2\rangle=\frac52n^{*2}(n^{*2}-1)-\frac{5n^{*4}}6(2C_0+C_1)-\frac{n^{*2}}3C_2 .
\end{equation}

The core terms are small for the following reason. Inside the core $|E|$ is negligible beside the potential, so all high levels have the same $u$ there up to a normalization factor. Outside, $u\approx a\,p^{-1/2}\cos(\dots)$, where $p$ is the classical radial momentum and $a$ is fixed by the inner solution. The norm is then about $\frac{a^2}2\int dr/p$, which is proportional to the period of the classical orbit. By Kepler's law an orbit with semi-major axis $n^{*2}$ has period $2\pi n^{*3}$. The normalized density in the core, and with it each $C_k$, therefore scales as $n^{*-3}$. The correction to $\langle r^2\rangle$ is of order $n^*$, which is of relative order $n^{*-3}$. Hence
\begin{equation}
D_0\approx\frac{B^2}8n^{*2}(n^{*2}-1),\qquad D_{\pm1}\approx\frac{B^2}4n^{*2}(n^{*2}-1).
\end{equation}
The shift thus grows as the fourth power of $n^*$. The core acts on it mainly by replacing $n$ with $n^*$.

\section*{(d) The principal series}

\emph{Question.} How do these shifts appear in the lines from the $ns$ ground level?

\emph{Answer.} Light polarized along $B$ couples through $z\propto\cos\theta$ and takes the $s$ state to $m=0$ (the $\pi$ line). Light polarized across $B$ couples through $x\pm iy\propto\sin\theta\,e^{\pm i\varphi}$ and leads to $m=\pm1$ (the $\sigma$ lines). The spin does not flip, so its Zeeman energy cancels between the two levels. An $s$ state has $\langle\sin^2\theta\rangle=\tfrac12(2-\tfrac23)=\tfrac23$, so the ground level rises by $D_g=\frac{B^2}8\cdot\frac23\langle r^2\rangle_g$. The changes of photon energy are
\begin{equation}
\Delta_\pi=D_0-D_g,\qquad\Delta_{\sigma\pm}=\pm\tfrac B2+2D_0-D_g .
\end{equation}
The mean of the two $\sigma$ energies is free of the linear term, and
\begin{equation}
\frac{\overline{\Delta_\sigma}}{\Delta_\pi}=\frac{2D_0-D_g}{D_0-D_g}=2+\frac{D_g}{D_0-D_g}.
\end{equation}
The factor 2 belongs to the upper level. The lines approach it as the ground-level shift becomes negligible.

\section*{(e) Numbers for a model alkali}

\emph{Question.} Take the Hellmann form $U=3e^{-r}/r$, whose repulsion stands for the exclusion of the valence electron from the core, and $B=2.50$ T. Call the lowest valence levels $4s$ and $4p$. The radial equation gives $n^*=18.23$ for $n=20$, with a line at $4.4047$ eV, or $2814.8$ \AA. Here $B^2/8=3.848\times10^{-10}$ eV and $D_g=6.1\times10^{-9}$ eV. Find the line shifts and examine the power law.

\emph{Answer.} Since $18.23^2=332.3$,
\begin{equation}
D_0=3.848\times10^{-10}\times332.3\times331.3\ \text{eV}=4.24\times10^{-5}\ \text{eV},
\end{equation}
and $D_{\pm1}=8.47\times10^{-5}$ eV. For $\lambda=hc/E_\gamma$ a change $\Delta$ of the photon energy $E_\gamma$ gives $\Delta\lambda=-\lambda\Delta/(E_\gamma+\Delta)$, so
\begin{equation}
\Delta\lambda_\pi=-\frac{2814.8\times4.24\times10^{-5}}{4.4047}\ \text{\AA}=-0.027\ \text{\AA}.
\end{equation}
The mean $\sigma$ energy corresponds to $-0.054$ \AA. Both shifts are towards the blue. These numbers illustrate the law for a model potential; they are not predictions for a particular element.

The linear shift, $1.45\times10^{-4}$ eV, does not depend on $n$. At $n=24$ the diamagnetic shift for $m=\pm1$ is $1.88\times10^{-4}$ eV and exceeds it, so even the lower $\sigma$ component lies to the blue of the field-free line.

Between $n=12$ and $n=24$ the computed $\langle r^2\rangle$ grows as $n^{*4.01}$, but as $n^{4.49}$ when plotted against $n$. At constant $\delta$,
\begin{equation}
\frac{d\ln D_0}{d\ln n}=\frac n{n^*}\left(4+\frac2{n^{*2}-1}\right),
\end{equation}
because $d\ln n^*/d\ln n=n/n^*$. With $\delta=1.77$ this falls from about $4.7$ at $n=12$ to $4.3$ at $n=24$. The exponent of this first-order shift tends to $4$ for $n\gg\delta$, but at a fixed field of this size the first-order result fails before that, for the reason given in part (f). The closed form for $\langle r^2\rangle$ differs from the numerical value by one part in $10^4$ at $n=12$ and one part in $10^5$ at $n=24$, a decrease consistent with $n^{*-3}$.

\section*{(f) Where the result fails}

\emph{Question.} State the conditions on the field, and say what happens in hydrogen.

\emph{Answer.} The first condition is an upper limit on $B$. The operator $r^2\sin^2\theta$ also couples $l=1$ to $l=3$. The matrix elements are of order $B^2n^{*4}/8$. If the nearest $f$ level has an effective quantum number that differs from $n^*$ by $g$, the energy gap is about $g/n^{*3}$. Second-order perturbation theory then gives
\begin{equation}
\frac{\text{second-order shift}}{\text{first-order shift}}\sim\frac{B^2n^{*7}}{8g},
\end{equation}
which must be small. This is a rough estimate for $g$ well below $\tfrac12$, and it is on the high side: it leaves out a numerical factor of about $0.4$, and as $g$ grows the next $f$ level, on the other side of the $p$ level, increasingly cancels the push of the nearest one. When the nearest $f$ level lies below the $p$ level, its radial matrix element also falls noticeably below $\langle r^2\rangle$ as $g$ grows. For $n=20$, where $g=0.23$, it gives about $4\%$. The actual second-order sum over $f$ levels for $m=0$ is $1.11\%$ of $D_0$ ($1.37\%$ from the levels below, nearly all of it from the nearest, and $-0.26\%$ from those above), and that over other $p$ levels is $-0.08\%$. A diagonalization with $l=1,3,\dots,11$ gives a shift $1.04\%$ above $D_0$, in agreement with their sum.

The effect is weaker for $m=\pm1$. The squared angular matrix elements of $\sin^2\theta$ between $p$ and $f$ equal those of $c^2$, which links $l=1$ to $l=3$ through $l=2$. With $\langle l{+}1,m|c|l,m\rangle^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}$ they are $\frac4{15}\cdot\frac9{35}=12/175$ for $m=0$ and $\frac3{15}\cdot\frac8{35}=8/175$ for $m=\pm1$. Divided by the first-order factors $2/5$ and $4/5$ they give $6/35$ and $2/35$, so the relative $f$ contribution is three times smaller. When one $f$ level is much nearer than the others, the sign of this contribution depends on the side on which it lies. In this model it lies just below the $p$ level and pushes it up, more strongly for $m=0$, so the ratio of the two level shifts drops below 2 as mixing grows: the diagonalization gives $1.9998$ at $n=12$, then $1.984$ at $n=20$ and $1.929$ at $n=24$. An $f$ level just above the $p$ level would push it down and raise the ratio above 2.

In hydrogen $\delta=0$ and $g=0$: the $p$ and $f$ levels of one $n$ coincide, and for $n\ge4$, with fine structure neglected, the field mixes them however weak it is. In the $n=10$, $m=0$ manifold no eigenstate of the diamagnetic term has more than about $25\%$ $p$ character, so none of them can be called the $p$ level. For $m=\pm1$ the mixing is weaker: at $n=10$ one state keeps about $70\%$ $p$ character, but it does not become a pure $p$ state however weak the field.

The second condition is a lower limit on $B$: the linear Zeeman energy must be several times the spin-orbit splitting. When it is far below the splitting, the states carry $j,m_j$. Lowering $|m{=}1,\uparrow\rangle$ with $J_-$ gives $\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle$, so the state $j=\tfrac32$, $m_j=\tfrac12$ has weights $\tfrac23$ and $\tfrac13$. The orthogonal state, with $j=\tfrac12$, has them exchanged:
\begin{align}
\langle\sin^2\theta\rangle_{3/2,1/2}&=\tfrac23\cdot\tfrac25+\tfrac13\cdot\tfrac45=\tfrac8{15},\\
\langle\sin^2\theta\rangle_{1/2,1/2}&=\tfrac13\cdot\tfrac25+\tfrac23\cdot\tfrac45=\tfrac23 .
\end{align}
The state $j=m_j=\tfrac32$ keeps $\tfrac45$, and reversing $m_j$ changes none of these values. The two-to-one pattern is then absent. In a strong field the averages return to $\tfrac25$ and $\tfrac45$, but the line positions ask for more. For a coupling $\zeta\,\mathbf L\cdot\mathbf S$, whose field-free splitting is $3\zeta/2$, the matrix element $\zeta/\sqrt2$ across a gap of about $B/2$ shifts $|0,\uparrow\rangle$ and $|0,\downarrow\rangle$ by about $\pm\zeta^2/B$, and this must also be small beside $D_0$. For a splitting of $0.003/n^{*3}$, roughly that of potassium, at $2.5$ T it is about $2D_0$ at $n^*\approx10$ and about $1\%$ of $D_0$ at $n^*\approx18$. Spin-orbit coupling is concentrated at small $r$, so by the density argument of part (c) it falls as $n^{*-3}$, while the linear Zeeman energy stays constant. High members of the series thus meet this condition more easily, and the first condition less easily. This holds while $D_0$ stays well below $B/2$: the states $|0,\uparrow\rangle$ and $|1,\downarrow\rangle$ that spin-orbit coupling mixes are separated by $B/2+D_0-2D_0=B/2-D_0$, and they mix again where that difference closes.

\section*{Computed results}
\begin{verbatim}
core strength A = 3.0, alpha = 1.0 (atomic units)
field B = 2.50 T = 1.0636e-05 atomic units
coefficient B^2/8 = 1.3741e-09 eV/angstrom^2
B^2/8 as prefactor of nstar^4 = 3.8478e-10 eV
linear Zeeman shift for m=1: 1.4471e-04 eV
<sin^2>: m=0 0.4000, m=+-1 0.8000, s state 0.6667
4s energy -4.4456 eV, <r^2> 6.696 angstrom^2
4s diamagnetic shift 6.134e-09 eV
n=12: nstar 10.2295, quantum defect 1.7705, <r^2> 7.59334e+03 angstrom^2
  closed-form <r^2> 7.59257e+03 angstrom^2, relative error -1.0e-04
  first-order shift m=0 4.1735e-06 eV, m=+-1 8.3471e-06 eV
  diagonalized shift m=0 4.1740e-06 eV, m=+-1 8.3471e-06 eV
  excess over first order m=0 0.011 %, m=+-1 -0.000 %, ratio 1.9998
  line: photon 4.31557 eV, wavelength 2872.951 angstrom
  first-order line shift pi -0.00277, sigma mean -0.00555 angstrom
  ratio of line shifts in energy 2.00147
n=16: nstar 14.2297, quantum defect 1.7703, <r^2> 2.85625e+04 angstrom^2
  closed-form <r^2> 2.85615e+04 angstrom^2, relative error -3.7e-05
  first-order shift m=0 1.5699e-05 eV, m=+-1 3.1398e-05 eV
  diagonalized shift m=0 1.5724e-05 eV, m=+-1 3.1405e-05 eV
  excess over first order m=0 0.158 %, m=+-1 0.024 %, ratio 1.9973
  line: photon 4.37840 eV, wavelength 2831.726 angstrom
  first-order line shift pi -0.01015, sigma mean -0.02030 angstrom
  ratio of line shifts in energy 2.00039
n=20: nstar 18.2298, quantum defect 1.7702, <r^2> 7.70856e+04 angstrom^2
  closed-form <r^2> 7.70843e+04 angstrom^2, relative error -1.8e-05
  first-order shift m=0 4.2369e-05 eV, m=+-1 8.4737e-05 eV
  diagonalized shift m=0 4.2809e-05 eV, m=+-1 8.4913e-05 eV
  excess over first order m=0 1.040 %, m=+-1 0.207 %, ratio 1.9835
  line: photon 4.40465 eV, wavelength 2814.848 angstrom
  first-order line shift pi -0.02707, sigma mean -0.05415 angstrom
  ratio of line shifts in energy 2.00014
n=24: nstar 22.2299, quantum defect 1.7701, <r^2> 1.70615e+05 angstrom^2
  closed-form <r^2> 1.70613e+05 angstrom^2, relative error -9.8e-06
  first-order shift m=0 9.3775e-05 eV, m=+-1 1.8755e-04 eV
  diagonalized shift m=0 9.8090e-05 eV, m=+-1 1.8923e-04 eV
  excess over first order m=0 4.601 %, m=+-1 0.893 %, ratio 1.9291
  line: photon 4.41806 eV, wavelength 2806.305 angstrom
  first-order line shift pi -0.05956, sigma mean -0.11912 angstrom
  ratio of line shifts in energy 2.00007
power of nstar in <r^2>, n=12 to 24: 4.0096
power of n in <r^2>, n=12 to 24: 4.4899
core energy <U> nstar^3: n=12 3.9487 eV, n=24 3.9627 eV
n=20, m=0 second order / first order: from f 1.111 %, from p -0.075 %
hydrogen n=10, m=0: largest p weight in a state 0.253
p shell <sin^2>, weak field: [0.533 0.533 0.667 0.667 0.8   0.8  ]
p shell <sin^2>, strong field: [0.4 0.4 0.8 0.8 0.8 0.8]
\end{verbatim}
